# Tetrahedron and Gaussian energy conservation near a phonon-emission threshold

## Result

The emission rate of an electron of energy $E$ is

$$\Gamma(E)=\int d^3p\;W(\mathbf p)\,\delta\big(E-F(\mathbf p)\big),\qquad F=\varepsilon+\hbar\omega, \tag{1}$$

where $\mathbf p$ is the final wavevector, $\varepsilon$ the final electron energy, $\hbar\omega$ the phonon energy and $W$ the coupling strength. $F$ and $W$ are tabulated on a mesh of step $h$. Let $E_{th}=\min F$, $x=E-E_{th}$, and let $M$ be the Hessian of $F$. For a parabolic valley:

- **Linear tetrahedra** give zero below threshold. Above it, averaged over the position of the mesh and to leading order in $h^2/x$, they give $\Gamma(E-\bar\delta)$ with
$$\bar\delta=\frac{h^2}{24}\left(\operatorname{tr}M+\mathbf 1\!\cdot\! M\!\cdot\!\mathbf 1\right),\qquad \mathbf 1=(1,1,1). \tag{2}$$
With valley axes along the mesh, $\bar\delta=h^2\operatorname{tr}M/12$ and the relative error is $-\bar\delta/2x$.
- **A Gaussian of fixed width** $\sigma$ keeps a relative error near $-\sigma^2/8x^2$ for $x\gg\sigma$ however fine the mesh, and a finite rate at and below threshold.
- **A Gaussian of adaptive width** $a\,h|\nabla F|$ has relative bias $+a^2h^2\operatorname{tr}M/4x$.

The tetrahedron and adaptive errors are of the same order in $h$. Both have a mean that acts as an energy shift and can be removed; for tetrahedra this costs leakage by at most $\bar\delta$. What tetrahedra offer near threshold is the absence of a free width and, uncorrected, of leakage.

## The table and a rate known in closed form

A first-principles calculation supplies $F$ and $W$ for each final band and phonon branch, and the rates add. To measure integration errors one needs a table whose integral is known, so a model valley is used here; no coupling is computed from first principles.

For a deformation field $D$ the squared coupling in a crystal of volume $\Omega$ and density $\rho$ is $|g|^2=\hbar D^2/(2\rho\omega\Omega)$. The golden rule is $\Gamma=(2\pi/\hbar)\sum|g|^2(N+1)\delta(E-F)$, with $N$ the phonon occupation. Replacing the sum by $\Omega\int d^3p/(2\pi)^3$ gives

$$W=\frac{1}{(2\pi)^3}\,\frac{\pi D^2}{\rho\,\omega}\,(N+1).$$

Measure $\mathbf p$ from the valley bottom, with axis 1 along the heavy mass, and let the phonon frequency change along it at the constant rate $v_g=\partial\omega/\partial p_1$. The emitted phonon takes up the wavevector the electron loses, so $v_g$ is minus its group velocity. Then

$$F=\hbar\omega_0+s\,p_1+\sum_a\frac{\hbar^2p_a^2}{2m_a},\qquad s=\hbar v_g .$$

Completing the square moves the minimum to $p_1^0=-sm_1/\hbar^2$ and gives $E_{th}=\hbar\omega_0-s^2m_1/2\hbar^2$. The threshold is the minimum of the sum $\varepsilon+\hbar\omega$, slightly below $\hbar\omega_0$.

Put $p_a=p_a^0+\sqrt{2m_a}\,u_a/\hbar$. Then $F-E_{th}=u^2$, and $\int4\pi u^2\delta(x-u^2)\,du=2\pi\sqrt x$, so

$$\Gamma=2\pi\sqrt{x}\;\prod_a\sqrt{\frac{2m_a}{\hbar^2}}\;\overline W(x), \tag{3}$$

where $\overline W$ is the mean of $W$ over directions of $\mathbf u$, found by Gauss quadrature. When $W$ varies slowly, $\Gamma\propto\sqrt x$. The infinite slope at $x=0$ is the source of the difficulty.

One simplification matters for real use: here the table is held fixed while $E$ varies. In a real calculation each initial state has its own phonon wavevectors, hence its own table.

## Cutting one tetrahedron

Each mesh cell is divided into six tetrahedra sharing a body diagonal. Inside one, of volume $V$, $F$ and $W$ are replaced by linear functions $e$ and $w$. Sort the corners so that $e_1\le e_2\le e_3\le e_4$. The surface $e=E$ is then a plane triangle or quadrilateral.

A triangle of area $A$ on this plane contributes $A/|\nabla e|$ times the mean of $w$, which for linear $w$ is the mean of its three vertex values. To find $A/|\nabla e|$, join the triangle to a corner $v$. The height of the new tetrahedron is $|E-e_v|/|\nabla e|$. Its volume is one third of area times height, and also $V|\det|$, where the determinant has the barycentric coordinates of the four points as rows. Hence

$$\frac{A}{|\nabla e|}=\frac{3V\,|\det|}{|E-e_v|}. \tag{4}$$

The plane cuts edge $ij$ at $P_{ij}$, at fraction $t_{ij}=(E-e_i)/(e_j-e_i)$ from $i$, where $w=w_i+t_{ij}(w_j-w_i)$.

**Case $e_1<E\le e_2$.** The triangle is $P_{12}P_{13}P_{14}$. With $v=1$ the determinant is $t_{12}t_{13}t_{14}$, so the weight is

$$\frac{3V(E-e_1)^2}{(e_2-e_1)(e_3-e_1)(e_4-e_1)} .$$

**Case $e_3<E<e_4$.** Reversing the sign of energy maps this onto the first case. The triangle is $P_{14}P_{24}P_{34}$, with weight

$$\frac{3V(e_4-E)^2}{(e_4-e_1)(e_4-e_2)(e_4-e_3)} .$$

**Case $e_2<E\le e_3$.** The quadrilateral $P_{13}P_{14}P_{24}P_{23}$ is split along $P_{13}P_{24}$. Again take $v=1$. For $P_{13}P_{14}P_{24}$ the determinant is $t_{13}t_{14}(1-t_{24})$; for $P_{13}P_{24}P_{23}$ it is $t_{13}t_{24}(1-t_{23})$. Equation (4) gives the weights

$$A_1=\frac{3V(E-e_1)(e_4-E)}{(e_3-e_1)(e_4-e_1)(e_4-e_2)},\qquad
A_2=\frac{3V(E-e_2)(e_3-E)}{(e_3-e_1)(e_4-e_2)(e_3-e_2)} .$$

Each multiplies the mean of $w$ over its own triangle.

## Why there is no leakage, and what the error is

A linear function on a tetrahedron takes its minimum at a corner. Corners are mesh points, where $F\ge E_{th}$. No tetrahedron therefore reaches below $E_{th}$, whatever the shape of $F$, provided the tabulated values are right.

Above threshold the interpolated energy is too high, because $F$ is convex. With corner positions $\mathbf r_i$, barycentric coordinates $\lambda_i$ and $\mathbf r=\sum\lambda_i\mathbf r_i$, the linear part of $F$ drops out and

$$\delta=\tfrac12\Big[\sum_i\lambda_i\,\mathbf r_i M\mathbf r_i-\mathbf r M\mathbf r\Big]=\tfrac12\sum_{i<j}\lambda_i\lambda_j\,\mathbf d_{ij}M\mathbf d_{ij},\qquad \mathbf d_{ij}=\mathbf r_i-\mathbf r_j .$$

The second form follows from $\sum\lambda_i=1$. The mean of $\lambda_i\lambda_j$ over a tetrahedron is $1/20$, so the mean error is $\frac1{40}\sum_{i<j}\mathbf d_{ij}M\mathbf d_{ij}$.

A tetrahedron reached by steps along axes $a,b,c$ in that order has edges $a,\,b,\,c,\,a{+}b,\,b{+}c,\,a{+}b{+}c$. An axis occurs in 3, 4 or 3 of them according to its place, on average $10/3$. A pair of axes occurs together in 2, 2 or 1 of them, on average $5/3$. Therefore

$$\bar\delta=\frac{h^2}{40}\Big[\frac{10}{3}\operatorname{tr}M+2\cdot\frac53\sum_{a<b}M_{ab}\Big]=\frac{h^2}{12}\Big[\operatorname{tr}M+\sum_{a<b}M_{ab}\Big],$$

which is (2), since $\mathbf 1M\mathbf 1=\operatorname{tr}M+2\sum_{a<b}M_{ab}$.

Interpolating $W$ adds a relative error of order $h^2W''/W$, which lacks the factor $1/x$ and is left out here. To first order in $\delta$ the computed rate is

$$\int W\,\delta_D(E-F-\delta)\,d^3p=\Gamma-\frac{d}{dE}\int W\,\delta(\mathbf p)\,\delta_D(E-F)\,d^3p ,$$

with $\delta_D$ the Dirac function. The interpolation error is periodic with the mesh, so write it as $\bar\delta$ plus harmonics $\delta_{\mathbf G}e^{i\mathbf G\cdot\mathbf p}$. The constant gives $\Gamma-\bar\delta\,\Gamma'$, the shift stated above; with $\Gamma\propto\sqrt x$ the relative error is $-\bar\delta/2x$.

For a harmonic along axis $a$ and constant $W$, the surface integral is $\Gamma\,(\sin z)/z$, where $z=Gk_a$ and $k_a=\sqrt{2m_ax}/\hbar$ is the surface's radius. Since $z\propto\sqrt x$, $dz/dE=z/2x$, and $\Gamma/z$ is constant, so the derivative gives a relative error $-\delta_{\mathbf G}\cos z/2x$. This is also of order $h^2/x$. Its phase changes with the mesh position, so it vanishes in the offset average but not on a single mesh.

**Correction.** The sum in (2) can be read from the table. With $\Delta^2_{\mathbf n}F$ the second difference of $F$ along mesh vector $\mathbf n$, replace

$$F\;\to\;F-\tfrac1{24}\big(\Delta^2_{100}+\Delta^2_{010}+\Delta^2_{001}+\Delta^2_{111}\big)F, \tag{5}$$

where 111 is the shared diagonal. This removes $\bar\delta$ and leaves the oscillating part. The price is that a mesh point at the valley minimum now lies $\bar\delta$ too low, so a corrected table can leak down to $E_{th}-\bar\delta$.

## Errors of the broadened delta function

**Fixed width, fine mesh.** The sum tends to the convolution of $\Gamma$ with a Gaussian. For $x\gg\sigma$ the first correction is $\frac12\sigma^2\Gamma''$. With $\Gamma\propto\sqrt x$, $\Gamma''/\Gamma=-1/4x^2$, hence the bias $-\sigma^2/8x^2$. At $x=0$, with $t=z^2/2$,

$$\sqrt\sigma\int_0^\infty\!\sqrt z\,\frac{e^{-z^2/2}}{\sqrt{2\pi}}\,dz=\sqrt\sigma\,\frac{2^{-1/4}\,\Gamma_{\!f}(3/4)}{\sqrt{2\pi}}=0.411\sqrt\sigma ,$$

where $\Gamma_{\!f}$ is the gamma function. The smeared rate is thus too high at threshold and too low far above. It crosses the true one at $x=0.30\,\sigma$, found by numerical root search for a pure $\sqrt x$. A comparison with a known rate at that energy alone would wrongly approve the width.

**Fixed width, finite mesh.** By Poisson summation a mesh sum equals the integral plus terms with $e^{i\mathbf G\cdot\mathbf p}$, $G=2\pi/h$ for the lowest. Linearising $z$ about $E$, with $dz/dE=G/v_a$ and $v_a=\partial F/\partial p_a=2x/k_a$ on the axis, the Gaussian reduces these terms by

$$\exp\!\Big[-2\pi^2\sigma^2/(hv_a)^2\Big]. \tag{6}$$

The light-mass axis has the largest $v_a$ and sets the width. At $\sigma=hv_a/2$ formula (6) gives 0.007, but the linearisation needs $\sigma\ll x$: the actual reduction is 0.009, 0.013, 0.027 and 0.065 for $\sigma/x=0.11$, 0.22, 0.45 and 0.9. If it is retuned at each energy as $\sigma=b\,hv_a$, the bias is $-b^2h^2/2k_a^2$, again of order $h^2/x$. A width fixed for all energies cannot follow this rule: it is too narrow far above threshold or too wide near it.

**Adaptive width.** Expanding the Gaussian as $\delta_D+\frac12\sigma^2\delta_D''$ with $\sigma$ depending on $\mathbf p$ gives a correction $\frac12\,d^2/dE^2$ of $\langle\sigma^2\rangle\Gamma$, with the mean taken over the surface. On the ellipsoid $\langle(p_a-p_a^0)^2\rangle=2x/3M_{aa}$, so $\langle|\nabla F|^2\rangle=\frac23x\operatorname{tr}M$ and $\langle\sigma^2\rangle=cx$ with $c=\frac23a^2h^2\operatorname{tr}M$. For constant $W$,

$$\frac{1}{\sqrt x}\,\frac c2\,\frac{d^2}{dx^2}x^{3/2}=\frac{3c}{8x}=+\frac{a^2h^2\operatorname{tr}M}{4x}.$$

For aligned axes this is $6a^2$ times the tetrahedron error, with opposite sign. It requires $c\ll x$. Reducing $a$ lowers the bias, but (6) becomes $\exp(-2\pi^2a^2)$ and the sampling noise returns. This bias too is a shift, and raising $F$ by $a^2h^2\operatorname{tr}M/2$ removes it to leading order. For constant $W$, the masses of the example below, $x=10$ meV and $h=0.05$ nm⁻¹, $a=0.4$ gives an rms error of 0.9%, the same as plain tetrahedra, and $a=0.5$ with the shift gives about 0.1%, against 0.2% for corrected tetrahedra.

## Pseudocode, cost and stability

```
for each final band and phonon branch:
    F = electron energy + phonon energy on the mesh
    optionally apply correction (5), wrapping periodic indices
    for each cell, for each of its 6 tetrahedra:
        skip unless min(e) < E < max(e)
        sort corners by e, carrying w
        choose the case from E, e2, e3
        rate += sum over triangles: weight * mean vertex w
```

The bracketing test costs of order $h^{-3}$ operations; the cut tetrahedra number of order $h^{-2}$. A Gaussian sum also costs $h^{-3}$, without sorting, but needs states some widths beyond the surface.

The strict inequalities keep every denominator positive, even with equal corner energies. A tetrahedron with four equal energies is skipped. A face whose three corners all equal $E$ is skipped from both sides, although it contributes just above and just below that energy. This happens on meshes symmetric about the valley: for constant $W$, the masses of the example below, $h=0.1$ nm⁻¹ and $x=1.93$ meV the rate falls 26% and 42% below its two one-sided limits. Moving $E$ slightly off the mesh value avoids the loss.

## Worked example

The parameters are rough values in the regime of electrons in silicon: $m_1=0.92$, $m_2=m_3=0.19$ electron masses, $\hbar\omega_0=60$ meV, $D=10^9$ eV/cm, $\rho=2330$ kg/m³, 300 K. To give the table some structure, $D$ is multiplied by $1+(0.2\ \text{nm})\,p_1$ and $v_g=-2000$ m/s; these two are choices, not silicon data. The phonon slope lowers the threshold by only 10 µeV.

Equation (3) gives $5.2\times10^{11}$, $1.65\times10^{12}$ and $3.34\times10^{12}$ s⁻¹ at $x=1$, 10 and 40 meV. From 10 to 40 meV the ratio is 2.02 rather than 2, because $\overline W$ grows slightly.

Here $\operatorname{tr}M=885$ meV nm². For $h=0.1$ nm⁻¹, $\bar\delta=0.01\times885/12=0.74$ meV. The table lists rms relative errors in percent over eight mesh offsets, a base offset with half steps added along each axis. T is the plain tetrahedron method, TC the corrected one, G5 and G1 are Gaussians of 5 and 1 meV, and A is adaptive with $a=1$ held fixed, which is wider than needed and shows the bias law rather than the best that scheme can do.

| $x$ (meV) | $h$ (nm⁻¹) | T | TC | G5 | G1 | A |
|---|---|---|---|---|---|---|
| 1 | 0.2 | 99 | 14 | 14 | 36 | 301 |
| 1 | 0.1 | 54 | 4.8 | 12 | 12 | 121 |
| 1 | 0.05 | 9.6 | 1.6 | 12 | 9.9 | 42 |
| 1 | 0.025 | 2.2 | 0.32 | 12 | 9.9 | 13 |
| 10 | 0.2 | 17 | 2.5 | 7.0 | 23 | 63 |
| 10 | 0.1 | 3.8 | 0.23 | 4.0 | 10 | 19 |
| 10 | 0.05 | 0.96 | 0.20 | 4.0 | 0.49 | 5.3 |
| 10 | 0.025 | 0.24 | 0.05 | 4.0 | 0.12 | 1.4 |
| 40 | 0.2 | 3.8 | 0.23 | 8.4 | 20 | 20 |
| 40 | 0.1 | 1.0 | 0.21 | 0.24 | 7.1 | 5.5 |
| 40 | 0.05 | 0.24 | 0.05 | 0.19 | 1.2 | 1.4 |
| 40 | 0.025 | 0.06 | 0.01 | 0.19 | 0.43 | 0.36 |

The tetrahedron errors follow $h^2/x$: doubling $h$ and quadrupling $x$ leaves them nearly unchanged. At $x=40$ meV and $h=0.05$ nm⁻¹ the mean over the eight offsets is $-0.238\%$. The shift law $\Gamma(E-\bar\delta)$ with the varying $W$ also gives $-0.238\%$ and the simpler $-\bar\delta/2x$ gives $-0.230\%$; the full average over mesh positions is $-0.236\%$. For a valley rotated obliquely to the mesh it is $-0.26\%$ against $-0.28\%$ from (2). The eight offsets cancel only harmonics with an odd index, so their mean is not a full average over mesh positions.

The Gaussians stop improving near threshold, at 12% and 9.9% for $x=1$ meV. Away from it they can beat plain tetrahedra, as G5 does at 40 meV and $h=0.1$ nm⁻¹. G1 shows the noise of (6): at $x=10$ meV the transverse radius is 0.223 nm⁻¹, so $v=20/0.223=90$ meV nm and $hv=9$ meV at $h=0.1$ nm⁻¹, far above the 1 meV width. Single entries of G1 and TC depend on the phase $z$ and can be accidentally small: at $h=0.05$ nm⁻¹ G1 is 0.49% at $x=10$ meV, where $\sin z\approx0.2$, but about 2.2% at 9 and 11 meV, and TC ranges from 0.05 to 0.26% between 8 and 12 meV.

At $x=1$ meV and $h=0.2$ nm⁻¹ the radii, 0.155 and 0.071 nm⁻¹, are smaller than the step. The plain method then misses almost the whole rate. The 14% of the corrected method there lies outside the derivation and should not be relied on.

For a mean error of 1% at $x=10$ meV, plain tetrahedra need $h=\sqrt{24\times10\times0.01/885}=0.052$ nm⁻¹. A primitive reciprocal vector of an fcc lattice with parameter 0.54 nm has length $2\pi\sqrt3/0.54=20.2$ nm⁻¹, so this step corresponds to about 390 divisions. A mesh along primitive vectors changes the coefficient. With the three steps and their sum all along $\langle111\rangle$ directions and of length $h$, each contributes $h^2\operatorname{tr}M/3$, so $\bar\delta=h^2\operatorname{tr}M/18$ and about 320 divisions suffice. Such a fine mesh is best confined to the valley.

**Thermal averages.** Weight $\Gamma$ with $\sqrt E\,e^{-E/kT}$. Completing the square,

$$e^{-E/kT}G_\sigma(E-E')=e^{-E'/kT}\,e^{\sigma^2/2(kT)^2}\,G_\sigma\big(E-E'+\sigma^2/kT\big),$$

where $G_\sigma$ is the normalised Gaussian and $E'$ the true energy. Broadening thus inflates the mean rate by nearly $\exp[\sigma^2/2(kT)^2]$, reduced somewhat because $\sqrt E$ is sampled at lower energy. Numerical integration for $\sigma=10$ meV gives factors of 1.05 at 300 K and 2.7 at 77 K. A width harmless at room temperature can spoil a cold energy-loss rate.

## Limits of the model and failure modes

In silicon, intervalley rates at room temperature are roughly $10^{12}$ to $10^{13}$ s⁻¹ at such energies, comparable with this example at 10 and 40 meV. The assumption that fails most plainly near threshold is the sharp electron energy. At $x=10$ meV, absorption of the same phonon adds $0.62\times10^{12}$ s⁻¹. Elastic acoustic scattering, $(2\pi/\hbar)\,\Xi^2kT\,g(E)/\rho v_s^2$ with $g$ the one-valley, one-spin density of states and rough values $\Xi=9$ eV and $v_s=9000$ m/s, adds $2.8\times10^{12}$ s⁻¹. The total of $5.1\times10^{12}$ s⁻¹ gives $\hbar\Gamma_{tot}=3.3$ meV. This lifetime broadening alone blurs the onset on about this scale, so the 1 meV rows measure numerical quality, not physical accuracy.

Other omissions at $x=10$ meV are smaller or easily added. Nonparabolicity of 0.5 eV⁻¹ raises the final density of states by 1.3%. Four side valleys with $D=2\times10^8$ eV/cm, at the same phonon energy, would add $4\times0.2^2=16\%$. Silicon also has intervalley phonons of lower energy, already well above their thresholds: a four-valley mode near 47 meV with the same $D$ would add about 33% in emission, and a common empirical set of such modes raises $\hbar\Gamma_{tot}$ by about 1 meV, so 3.3 meV is a lower estimate. Pauli blocking at $10^{17}$ cm⁻³, spread over six valleys, gives a final-state occupation $f$ of 0.25%, which removes 0.22% when $N+1$ is replaced by $N+1-f$, and grows in proportion to density while the gas is nondegenerate. In a confined channel the density of states is no longer $\sqrt x$, and the error laws above must be derived anew.

For first-principles tables three further failures need watching:

- A small uniform error $\eta$ in the tabulated $F$ changes the rate by the relative amount $-\eta/2x$: 1 meV costs about 5% at $x=10$ meV, and refining the mesh does not remove it.
- At band crossings, sorting by energy makes $F$ kinked and $W$ discontinuous. The derivation of (5) assumes a smooth $F$ and does not cover this case.
- A coupling that diverges at small phonon wavevector, as for polar modes, is not linear across a cell and needs separate treatment.
